# Ghost-function lowering of the hydrogen atom energy in STO-3G

**The problem.** A single electron moves in the field of a fixed point proton at A. Relativity is neglected. In Hartree atomic units the Hamiltonian is $H=T-1/r_A$, with $T=-\tfrac12\nabla^2$, and the true ground-state energy is $-\tfrac12$ hartree.

The electron is described by the real STO-3G function
$$\phi(\mathbf r)=\sum_{a}c_a e^{-a r^2},\qquad c_a\propto d_a\left(\frac{2a}{\pi}\right)^{3/4},$$
with the common factor fixed by $\langle\phi|\phi\rangle=1$. The standard hydrogen set, scaled for use in molecules, is

| exponent $a$ (bohr⁻²) | $d_a$ |
|---|---|
| 3.42525091 | 0.15432897 |
| 0.62391373 | 0.53532814 |
| 0.16885540 | 0.44463454 |

A second, identical function is centred at B, a distance $R$ from A along the $z$ axis. There is no nucleus and no electron at B, so it is a ghost function. Call the two functions $\phi_A$ and $\phi_B$, the energy with $\phi_A$ alone $E_0$, and the lowest energy with both $E(R)$. The artificial lowering is $\delta(R)=E_0-E(R)$.

## (a) Derive the integrals needed, and find $E_0$.

**Answer.** Take one Gaussian $e^{-ar_A^2}$ and one $e^{-br_B^2}$, and let $p=a+b$, $\mu=ab/p$. Completing the square gives
$$ar_A^2+br_B^2=p\,r_P^2+\mu R^2,$$
where P lies between the centres, at distance $bR/p$ from A and $aR/p$ from B. The product is therefore one Gaussian at P, and the overlap is
$$s=\left(\frac{\pi}{p}\right)^{3/2}e^{-\mu R^2}.$$

For the kinetic energy, $T e^{-br_B^2}=(3b-2b^2r_B^2)e^{-br_B^2}$. The mean of $r_B^2$ over the product Gaussian is $3/(2p)+a^2R^2/p^2$. Hence
$$t=\left(3b-\frac{3b^2}{p}-\frac{2a^2b^2R^2}{p^2}\right)s=\mu(3-2\mu R^2)\,s,$$
because $3b-3b^2/p=3b(p-b)/p=3\mu$.

For the attraction, write $1/r_A=(2/\sqrt\pi)\int_0^\infty e^{-u^2r_A^2}du$. With $d$ the distance from P to the proton, the space integral is another Gaussian overlap:
$$\int\frac{e^{-pr_P^2}}{r_A}d^3r=\frac{2}{\sqrt\pi}\int_0^\infty\left(\frac{\pi}{p+u^2}\right)^{3/2}\exp\left(-\frac{pu^2d^2}{p+u^2}\right)du.$$
Substitute $v^2=u^2/(p+u^2)$. Then $p+u^2=p/(1-v^2)$ and $du=\sqrt p\,(1-v^2)^{-3/2}dv$, so the powers of $1-v^2$ cancel and
$$\int\frac{e^{-pr_P^2}}{r_A}d^3r=\frac{2\pi}{p}F_0(pd^2),\qquad F_0(x)=\int_0^1e^{-xv^2}dv=\frac12\sqrt{\frac{\pi}{x}}\,\mathrm{erf}\sqrt x .$$
The attraction integral is thus $-(2\pi/p)e^{-\mu R^2}F_0(pd^2)$ with $d=bR/p$. When both functions are on B, the factor $e^{-\mu R^2}$ is replaced by 1 and $d=R$.

With both functions on A, $R=d=0$ and $F_0(0)=1$. The coefficients are $c=0.2769,\ 0.2678,\ 0.0835$ in the order of the table. Listing the pairs as 11, 22, 33, then twice 12, 13 and 23,
$$T_0=\sum_{ab}c_ac_b\,3\mu\left(\frac\pi p\right)^{3/2}=0.1224+0.2682+0.0501+0.1605+0.0182+0.1406=0.7600,$$
$$V_0=-2\pi\sum_{ab}\frac{c_ac_b}{p}=-2\pi(0.01120+0.05749+0.02063+0.03664+0.01286+0.05640)=-1.2266.$$
With more digits, $E_0=0.760032-1.226614=-0.466582$ hartree. This is 0.033418 hartree above the true energy.

Much of this error is one of size. Stretching $\phi$ by a factor $1/\lambda$ changes its energy to $\lambda^2T_0+\lambda V_0$, which is least at $\lambda=-V_0/(2T_0)=0.807$, with the value $-V_0^2/(4T_0)=-0.4949$ hartree. The molecular scaling makes the function too compact for a free atom.

## (b) Find $\delta$ in terms of the matrix elements.

**Answer.** Let $S=\langle\phi_A|\phi_B\rangle$, and let $H_{AB}$ and $H_{BB}$ be the elements of $H$. They are sums of the integrals in (a) weighted by $c_ac_b$; the kinetic part of $H_{BB}$ is $T_0$, since $T$ does not depend on the origin.

Only the part of $\phi_B$ orthogonal to $\phi_A$ is new. Normalized, it is
$$\chi=\frac{\phi_B-S\phi_A}{\sqrt{1-S^2}},$$
since $\|\phi_B-S\phi_A\|^2=1-2S^2+S^2$. Its coupling to $\phi_A$ and its energy above $E_0$ are
$$W=\langle\phi_A|H|\chi\rangle=\frac{H_{AB}-SE_0}{\sqrt{1-S^2}},$$
$$D=\langle\chi|H|\chi\rangle-E_0=\frac{H_{BB}-2SH_{AB}+S^2E_0}{1-S^2}-E_0 .$$

In the orthonormal basis $\phi_A,\chi$, an energy $E_0+\varepsilon$ satisfies
$$(0-\varepsilon)(D-\varepsilon)-W^2=0,\qquad \varepsilon=\frac D2\pm\sqrt{\frac{D^2}{4}+W^2}.$$
The lower root is $-\delta$, so
$$\delta=\sqrt{\frac{D^2}{4}+W^2}-\frac D2=\frac{W^2}{D/2+\sqrt{D^2/4+W^2}} .$$
The second form follows on multiplying and dividing by the sum of the two terms; it avoids subtracting nearly equal numbers. The lowering is never negative. For $D>0$ and $|W|\ll D$ it reduces to $W^2/D$.

## (c) Why is the lowering called artificial, and what bounds it?

**Answer.** Nothing physical has been placed at B: the Hamiltonian is unchanged. Because $H$ is Hermitian and $\chi$ is orthogonal to $\phi_A$,
$$W=\langle\chi|(H-E_0)\phi_A\rangle .$$
If $\phi_A$ were an exact eigenfunction, $(H-E_0)\phi_A$ would vanish and so would $W$. If it were the ground state, no added function could lower the energy. The ghost can help only because the atom's own basis is incomplete.

The variational principle gives $E(R)\ge-\tfrac12$, and therefore
$$0\le\delta\le E_0+\tfrac12=0.033418\ \text{hartree}.$$

The same bound shows the remedy. With twelve uncontracted s Gaussians on the proton in place of $\phi_A$, with exponents $0.03\times2.5^k$ bohr⁻² for $k=0,\dots,11$, the energy is $-0.4999978$ hartree. No ghost can then lower it by more than about $2\times10^{-6}$ hartree. For the STO-3G ghost at the sampled distances from 0.5 to 6 bohr, the computed lowering is below $10^{-8}$ hartree.

## (d) Show that $\delta$ vanishes at both ends of the range of $R$, and find its leading form at small $R$.

**Answer.** *Small $R$.* At $R=0$ the two functions coincide and $\chi$ is undefined, so the limit must be taken. Expand
$$\phi_B=\phi-R\,\partial_z\phi+\tfrac12R^2\partial_z^2\phi-\dots$$
The linear term has odd parity and drops out of the overlap with $\phi$. Integrating the quadratic term by parts, and using the spherical symmetry of $\phi$,
$$S\approx1-\frac{R^2}{2}\langle\partial_z\phi|\partial_z\phi\rangle=1-\frac{R^2}{2}\,\frac{2T_0}{3},\qquad 1-S^2\approx\frac{2T_0R^2}{3}.$$

In $H_{AB}-SE_0=\langle(H-E_0)\phi|\phi_B\rangle$ the zeroth-order term vanishes by the definition of $E_0$, and the linear term by parity. In the quadratic term $(H-E_0)\phi$ is spherical, so $\partial_z^2\phi$ may be replaced by $\tfrac13\nabla^2\phi=-\tfrac23T\phi$. Thus
$$H_{AB}-SE_0\approx-\frac{mR^2}{3},\qquad m=\langle(H-E_0)\phi|T\phi\rangle=\langle T^2\rangle-\left\langle\frac1rT\right\rangle-E_0T_0 .$$
Dividing the square of this by $1-S^2$ gives $W^2\approx m^2R^2/(6T_0)$.

Meanwhile $\chi$ tends to the normalized p function $-\partial_z\phi/\sqrt{2T_0/3}$, and $D$ tends to a finite $D_0$. Its kinetic energy is $\tfrac23\langle T^2\rangle/(\tfrac23T_0)=\langle T^2\rangle/T_0$. The angular average of $(\partial_z\phi)^2$ is $\tfrac13(\phi')^2$, where $\phi'=d\phi/dr$, so
$$D_0=\frac{\langle T^2\rangle}{T_0}-\frac{1}{2T_0}\int\frac{(\phi')^2}{r}d^3r-E_0,\qquad \delta\approx\frac{m^2}{6T_0D_0}R^2 .$$

The sums come from $Te^{-br^2}=(3b-2b^2r^2)e^{-br^2}$. With mean values $\langle r^2\rangle=3/(2p)$ and $\langle r^4\rangle=15/(4p^2)$ in the product Gaussian, each pair contributes to $\langle T^2\rangle$
$$\left(\frac\pi p\right)^{3/2}\left[9ab-6abp\,\frac{3}{2p}+4a^2b^2\,\frac{15}{4p^2}\right]=15\mu^2\left(\frac\pi p\right)^{3/2}.$$
The radial integrals $\int_0^\infty re^{-pr^2}dr=1/(2p)$ and $\int_0^\infty r^3e^{-pr^2}dr=1/(2p^2)$ give $(2\pi/p)(3b-2b^2/p)$ for $\langle r^{-1}T\rangle$ and $8\pi ab/p^2$ for the integral in $D_0$. Weighting by $c_ac_b$ and summing,
$$m=2.0191-2.0914+0.4666\times0.7600=0.2823,\qquad D_0=2.0029,$$
$$\frac{\delta}{R^2}\to\frac{(0.2823)^2}{6\times0.7600\times2.0029}=0.00873\ \text{hartree/bohr}^2 .$$
The full formula gives the same value, to these digits, at $R=0.02$ bohr.

The physical reason for the vanishing is that the first new direction offered by a nearby ghost is a p function, and a p function cannot mix with an s function in a spherical atom.

*Large $R$.* Each term of $S$ and $H_{AB}$ contains $e^{-\mu R^2}$, so both tend to zero and $W\to0$. The ghost function then has energy near $T_0-1/R$, so $D\to T_0-E_0=1.2266$ hartree, which is positive. Hence $\delta\to0$. The slowest decay comes from the two most diffuse Gaussians, with $\mu=0.16886/2=0.0844$ bohr⁻². Their kinetic term makes $W$ proportional to $R^2e^{-\mu R^2}$ at leading order, and $\delta$ to $R^4e^{-2\mu R^2}$.

Since $m\ne0$, $\delta$ is positive at small nonzero $R$. It is continuous and tends to zero at both ends, so it has a maximum between them.

## (e) Locate the maximum and evaluate the lowering there.

**Answer.** Inserting the integrals of (a) into the formula of (b) gives the following values. Energies are in hartree, except $\delta$, which is in millihartree; $R$ is in bohr.

| $R$ | $S$ | $W$ | $D$ | $\delta$ |
|---|---|---|---|---|
| 0.25 | 0.9844 | −0.0321 | 1.926 | 0.536 |
| 0.50 | 0.9405 | −0.0584 | 1.739 | 1.960 |
| 1.00 | 0.7966 | −0.0766 | 1.337 | 4.371 |
| 1.40 | 0.6593 | −0.0709 | 1.138 | 4.406 |
| 2.00 | 0.4628 | −0.0600 | 1.003 | 3.582 |
| 3.00 | 0.2262 | −0.0343 | 0.958 | 1.227 |
| 4.00 | 0.0981 | −0.0171 | 0.990 | 0.297 |
| 6.00 | 0.0125 | −0.0039 | 1.060 | 0.015 |

A scan from 0.05 to 10 bohr in steps of 0.05 bohr shows one maximum. This is numerical evidence for a single maximum, not a proof. Outside the scan, part (d) shows that $\delta$ tends to zero. The large-$R$ form is approached slowly: at 10 bohr $\delta$ is still only about half of its leading term. A bounded search around the peak gives
$$R_{\max}=1.182\ \text{bohr}=0.626\ \text{ångström}.$$

At this distance $S=0.734774$, $H_{AB}=-0.393441$ and $H_{BB}=0.025422$ hartree. Then $1-S^2=0.460107$, and
$$W=\frac{-0.393441+0.734774\times0.466582}{\sqrt{0.460107}}=\frac{-0.050609}{0.678312}=-0.07461,$$
$$D=\frac{0.025422+0.578180-0.251904}{0.460107}+0.466582=1.23096 .$$
Here $0.578180=-2SH_{AB}$ and $-0.251904=S^2E_0$. Finally,
$$\delta_{\max}=\frac{0.0055667}{0.61548+\sqrt{0.37882+0.00557}}=0.004506\ \text{hartree}=0.1226\ \text{eV}.$$
The energy falls from $-0.466582$ to $-0.471088$ hartree. The estimate $W^2/D=4.522$ millihartree is only 0.4% above the full two-function result, so the mixing is weak.

## (f) Explain the position of the maximum, and say what the lowering means for a binding energy.

**Answer.** Two quantities compete. On the scan, $|W|$ is largest at $R=0.95$ bohr, closer in than the maximum of $\delta$. Differentiating the formula in (b) at fixed $W$ gives
$$\frac{\partial\delta}{\partial D}=\frac{D}{4\sqrt{D^2/4+W^2}}-\frac12=-\frac{\delta}{2\sqrt{D^2/4+W^2}}<0 .$$
Where $|W|$ is stationary, the slope of $\delta$ is this derivative times $dD/dR$. The gap is falling there: it is 1.370 hartree at 0.95 bohr and 1.231 hartree at $R_{\max}$. The lowering therefore continues to rise after the coupling has passed its peak. Beyond $R_{\max}$ the loss of coupling wins. The gap reaches its minimum, 0.957 hartree, near 2.85 bohr; farther out it rises, and both changes reduce $\delta$.

At the maximum the wavefunction is $0.9329\,\phi_A+0.0889\,\phi_B$. By symmetry about the midpoint, $\langle\phi_A|z|\phi_B\rangle=SR/2$ with $z$ measured from A. The mean electron position is therefore
$$\langle z\rangle=R\left(c_B^2+c_Ac_BS\right)=1.182\,(0.0079+0.0609)=0.081\ \text{bohr},$$
where $c_A$ and $c_B$ are now the two mixing coefficients. The ghost gives the atom a false dipole as well as a false energy gain.

The lower energy is a better upper bound to the true atomic energy: it removes 13.5% of the original basis error. It is nevertheless harmful in an energy difference. In a molecular calculation each atom has access to functions centred on its partner, while a separate atom treated with $\phi_A$ alone does not. Subtracting $E_0$ for the separate atom compares energies from unequal bases and adds a spurious, distance-dependent lowering to the interaction energy. In this model its slope pulls the centres together beyond $R_{\max}$ and pushes them apart inside it. This is basis set superposition error.

The counterpoise method uses $E(R)$ instead of $E_0$ as the atomic reference at each distance. The value $\delta(R)$ is then the correction for this one atom. It estimates only the superposition part of the error, and only roughly, because in the molecule the partner's electrons also use the functions at B. In triplet H₂ in this basis both functions are occupied and the wavefunction has no variational freedom, yet the correction is the same. It is not the basis error of the binding energy. For ground-state H₂ with full configuration interaction, the STO-3G interaction energy at 1.4 bohr is about 31 millihartree deeper than the cc-pVTZ one, while $2\delta$ is 8.8 millihartree. At 3 bohr it is about 4 millihartree shallower, so the correction there moves it farther away. The correction does not remove the remaining incompleteness of the basis.

The numerical check compares the integrals with direct quadrature and the energies with an independent matrix diagonalization.

## Calculated quantities

```
STO-3G hydrogen: exponent (bohr^-2), contraction coefficient
  3.42525091  0.15432897
  0.62391373  0.53532814
  0.16885540  0.44463454
Kinetic energy T0 = 0.760032 hartree
Attraction V0 = -1.226614 hartree
Energy without ghost E0 = -0.466582 hartree
Basis error E0 + 1/2 = 0.033418 hartree
R (bohr), S, W (hartree), D (hartree), delta (millihartree)
  0.25 0.98442 -0.032146 1.92619 0.53634
  0.50 0.94053 -0.058423 1.73915 1.96042
  1.00 0.79659 -0.076558 1.33656 4.37095
  1.40 0.65932 -0.070939 1.13766 4.40639
  2.00 0.46278 -0.060044 1.00287 3.58221
  3.00 0.22619 -0.034319 0.95835 1.22740
  4.00 0.09813 -0.017146 0.98954 0.29701
  6.00 0.01253 -0.003947 1.06021 0.01469
  8.00 0.00096 -0.000523 1.10162 0.00025
Scan: 0.05 to 10.00 bohr, step 0.05 bohr
Number of maxima in scan = 1
R at maximum = 1.1822 bohr = 0.6256 angstrom
R at maximum, library integrals = 1.1822 bohr
At maximum: S = 0.734774
At maximum: H_AB = -0.393441 hartree
At maximum: H_BB = 0.025422 hartree
At maximum: W = -0.074610 hartree
At maximum: D = 1.230964 hartree
At maximum: W^2/D = 4.5222 millihartree
Maximal lowering = 4.5057 millihartree = 0.1226 eV
Energy at maximum lowering = -0.471088 hartree
Share of basis error removed = 13.48 percent
Mixing coefficients: atom 0.93288, ghost 0.08887
R of largest |W| on scan = 0.95 bohr
|W| and D there = 0.076623, 1.37024 hartree
Small R: <T^2> = 2.01906 hartree^2
Small R: <(1/r)T> = 2.09135 hartree^2
Small R: m = 0.28232 hartree^2, D0 = 2.00293 hartree
Small R: delta/R^2 formula = 0.008727 hartree/bohr^2
Small R: delta/R^2 at 0.02 bohr = 0.008726 hartree/bohr^2
12 s functions on proton: energy = -0.4999978 hartree
12 s functions: largest ghost lowering, R from 0.5 to 6 bohr = 0.00000 millihartree
Largest quadrature difference = 1.7e-15 atomic units
Largest diagonalization difference = 1.2e-16 hartree
```
